# Choosing the Local Channel of Separable Pseudopotentials and Detecting Ghost States

**The setting and the result**

A separable pseudopotential needs one local potential \(V_{\rm loc}\), often taken from one of its own angular-momentum channels. A poor choice can create a ghost: a level below the intended valence level with no all-electron valence partner.

For angular momentum \(l\), let the radial Hamiltonian with one projector be

\[
H=T_l+V_{\rm loc}+\frac{|\chi\rangle\langle\chi|}{D},\qquad
\chi=(V_l-V_{\rm loc})u_l,\qquad D=\langle u_l|V_l-V_{\rm loc}|u_l\rangle\neq0 ,
\]

where \(u_l\) is the pseudo-wavefunction at the reference energy \(\varepsilon\). The number \(g\) of ghosts below \(\varepsilon\) is given by three counts:

1. \(g\) is the number of eigenvalues of \(H\) below \(\varepsilon\).
2. If \(n_{\rm loc}\) levels of \(T_l+V_{\rm loc}\) lie below \(\varepsilon\), then \(g=n_{\rm loc}-1\) for \(D>0\) and \(g=n_{\rm loc}\) for \(D<0\).
3. \(g=[\theta_{\rm KB}(\varepsilon)-\theta_{\rm AE}(\varepsilon)]/\pi+n_{\rm core}\), where \(n_{\rm core}\) counts the all-electron core levels of this \(l\) and
\[
\theta(E)=\pi N_D(E)-\arctan[R\,L(E)],\qquad L=u'(R)/u(R).
\]

KB denotes the separable (Kleinman-Bylander) Hamiltonian and AE the all-electron one. \(N_D(E)\) counts the levels below \(E\) of the sphere \(r<R\) with \(u(R)=0\). The radius \(R\) lies outside all cutoff radii.

For a zinc atom, a local d potential gives one s ghost at −70.2 eV. An ordinary logarithmic-derivative plot from −60 eV upward does not show it.

**Potentials being compared**

Equations use Hartree atomic units, and \(\psi=(u/r)Y_{lm}\), so that \(T_l=-\tfrac12 d^2/dr^2+l(l+1)/(2r^2)\) and \(u(0)=0\). The all-electron potential is \(V=-Z/r+V_H+v_{xc}\). Since \(\nabla^2V_H=-4\pi n\) for a spherical density \(n\), the Hartree term obeys \((rV_H)''=-4\pi rn\). These equations are iterated with the orbitals to self-consistency. A large outer sphere with \(u=0\) makes all levels discrete.

Inside the cutoff \(r_c\), the Troullier-Martins construction sets \(u_l=r^{l+1}e^{p(r)}\), with \(p=c_0+c_2r^2+\dots+c_{12}r^{12}\). Two differentiations give

\[
\frac{u_l''}{u_l}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .
\]

The radial equation requires \(u_l''/u_l=l(l+1)/r^2+2(V_l-\varepsilon)\). Hence

\[
V_l=\varepsilon+\frac{l+1}{r}p'+\frac{p''+p'^2}{2}.
\]

Seven conditions fix the seven coefficients: the all-electron norm inside \(r_c\); the value and first four derivatives of \(u_l\) at \(r_c\); and zero curvature of \(V_l\) at the origin. The \(r^2\) term of \(V_l\) is \(4(l+1)c_4+6c_4+2c_2^2\), so the last condition is \(c_2^2+(2l+5)c_4=0\). If there is more than one solution, the one with the lowest \(c_2\) is used here.

Outside \(r_c\), every \(V_l\) equals \(V\). The potentials are screened, meaning that they include the valence electrons' field in the reference atom. That field cancels in \(V_l-V_{\rm loc}\).

**Why the intended state need not be lowest**

Because \(\langle\chi|u_l\rangle=D\),

\[
Hu_l=(T_l+V_{\rm loc})u_l+\chi=(T_l+V_l)u_l=\varepsilon u_l .
\]

The reference level is therefore reproduced for any local choice. In the local potential \(V_l\) the nodeless \(u_l\) is the ground state, but the theorem linking nodes to level order does not cover the nonlocal \(H\).

Let \(e_k,|k\rangle\) be the levels and states of \(T_l+V_{\rm loc}\), each with \(\langle k|\chi\rangle\ne0\). An eigenstate of \(H\) obeys

\[
(E-T_l-V_{\rm loc})|\psi\rangle=|\chi\rangle\frac{\langle\chi|\psi\rangle}{D}.
\]

Here \(\langle\chi|\psi\rangle\neq0\); otherwise \(\psi\) would be one of the \(|k\rangle\) and uncoupled. Expand \(\psi\) in the \(|k\rangle\), project on \(\chi\), and cancel \(\langle\chi|\psi\rangle\):

\[
F(E)\equiv\sum_k\frac{|\langle k|\chi\rangle|^2}{E-e_k}=D .
\]

\(F\) has negative slope and runs from \(+\infty\) to \(-\infty\) between neighbouring \(e_k\), which gives one root in each gap. Below \(e_0\) it is negative, running from 0 to \(-\infty\), which gives one further root if \(D<0\). Numbering the roots from zero,

\[
D>0:\ e_k<E_k<e_{k+1};\qquad D<0:\ E_0<e_0,\quad e_{k-1}<E_k<e_k\ (k\ge1).
\]

If \(g\) levels lie below the reference, then \(\varepsilon=E_g\). For \(D>0\) the local levels below it are \(e_0,\dots,e_g\), so \(n_{\rm loc}=g+1\). For \(D<0\) they are \(e_0,\dots,e_{g-1}\), so \(n_{\rm loc}=g\). This is the second count.

**The danger of a small \(D\)**

The projector energy \(\langle\chi|\chi\rangle/D\) can be large merely because \(D\) is small. From \(\langle u_l|T_l+V_{\rm loc}|u_l\rangle=\varepsilon-D\) and the variational principle,

\[
D\le\varepsilon-e_0 .
\]

Now let \(D\to0\) by cancellation in the integral, so that \(\chi\) keeps a finite size. Then \(F(\varepsilon)\to0\), which is impossible below \(e_0\), where \(F<0\). So \(e_0<\varepsilon\) and \(n_{\rm loc}\ge1\). A negative \(D\) that has become small enough in this way therefore implies at least one ghost. How small depends on \(\chi\). A clean channel with \(D<0\) has \(|D|=\sum_k|\langle k|\chi\rangle|^2/(e_k-\varepsilon)\), which is itself small when \(V_{\rm loc}\) lies close to \(V_l\), and then there is no ghost. Far below the local levels that carry the weight of \(\chi\), \(F\simeq\langle\chi|\chi\rangle/E\), so this ghost lies near \(E\simeq\langle\chi|\chi\rangle/D\), a large negative energy. A channel that is clean with small positive \(D\) can thus acquire a deep ghost when a small change in the construction reverses the sign.

**What the logarithmic derivative measures**

Differentiate \((H-E)u=0\) with respect to energy, writing \(u_E=\partial u/\partial E\). The result is \((H-E)u_E=u\). Multiply this by \(u\), subtract \(u_E(H-E)u=0\), and integrate from 0 to \(R\). The local terms cancel, and so do the projector terms, because \(\chi\) lies inside \(R\) and the projector is symmetric. The kinetic term leaves

\[
-\tfrac12[u\,u_E'-u_E\,u']_R=\int_0^R u^2dr .
\]

Since \(dL/dE=(u\,u_E'-u_E\,u')/u^2\) at \(R\),

\[
\frac{dL}{dE}=-\frac{2}{u(R)^2}\int_0^Ru^2dr,\qquad
\frac{d\theta}{dE}=\frac{2R\int_0^Ru^2dr}{u(R)^2+R^2u'(R)^2}>0 .
\]

At a pole, \(L\) passes from \(-\infty\) to \(+\infty\) and \(-\arctan(RL)\) drops by \(\pi\). The step in \(N_D\) restores this \(\pi\), so \(\theta\) is continuous.

At \(\varepsilon\), norm conservation makes the integral, \(u(R)\) and \(u'(R)\) equal in the two calculations. The two phases then have equal slopes there, and their difference starts to change at second order in \(E-\varepsilon\). This holds even when a ghost is present, so agreement of the curves near \(\varepsilon\) is no evidence against one.

**From phase to number of levels**

Let \(L_{\rm out}\) belong to the solution that vanishes at the outer sphere. The same integration from \(R\) outward has its boundary term at the lower limit, so \(dL_{\rm out}/dE=+2\int_R u^2dr/u(R)^2\). Its continuous phase \(\phi=-\arctan(RL_{\rm out})\) therefore falls with energy.

As \(E\to-\infty\), the inside solution grows steeply outward and \(\theta\to-\pi/2\), while the outside solution decays steeply and \(\phi\to+\pi/2\). Hence \(\theta-\phi\) starts at \(-\pi\) and rises. A level occurs whenever \(L=L_{\rm out}\), which happens at \(\theta-\phi=0,\pi,2\pi,\dots\)

At \(\varepsilon\), the all-electron valence state has \(n_{\rm core}\) levels below it and the separable one has \(g\):

\[
\theta_{\rm AE}-\phi=\pi n_{\rm core},\qquad \theta_{\rm KB}-\phi=\pi g .
\]

The exterior potentials are identical, so \(\phi\) is common, and subtraction gives the third count. Away from \(\varepsilon\), define the excess

\[
\Delta(E)=\frac{\theta_{\rm KB}(E)-\theta_{\rm AE}(E)}{\pi}+n_{\rm core}.
\]

Above the core levels, a smooth small \(\Delta\) is a scattering error, while a lasting rise by one signals an extra state. The value of \(L\) at a given energy fixes \(\theta\) only modulo \(\pi\) and hence cannot distinguish \(\Delta=0\) from \(\Delta=1\).

**Why a finer plot may still miss the ghost**

Let \(\varphi_k,E_k^N\) be the normalized states and levels of \(H\) inside \(R\) with \(\varphi_k'(R)=0\). Projecting \((H-E)u=0\) on \(\varphi_k\) and integrating by parts twice gives

\[
(E_k^N-E)\langle\varphi_k|u\rangle=\tfrac12\varphi_k(R)u'(R).
\]

Inserting this in \(u(R)=\sum_k\varphi_k(R)\langle\varphi_k|u\rangle\) yields

\[
\frac1L=\frac12\sum_k\frac{\varphi_k(R)^2}{E_k^N-E}.
\]

One diagonalization therefore supplies \(L\) at all scan energies. Its zeros are the levels \(E_k^N\), and its poles are the levels with \(u(R)=0\).

Near an isolated deep level at \(E_N\), replace all other terms by a constant \(1/L_0\), with \(L_0>0\). Then

\[
\frac1L=\frac1{L_0}\left(1+\frac{w}{E_N-E}\right),\qquad w=\tfrac12L_0\,\varphi(R)^2 .
\]

The bracket vanishes at \(E_D=E_N+w\), and inversion gives

\[
L=L_0\frac{E-E_N}{E-E_D},\qquad \frac{L}{L_0}-1=\frac{w}{E-E_D}.
\]

A state concentrated near the nucleus has a small \(\varphi(R)\), and its pole and zero nearly coincide. The ghost lies between them, because a decaying exterior solution requires \(L<0\). In the limit \(u(R)=u'(R)=0\) the feature disappears from \(L\), but \(N_D\) still counts the state.

**Zinc: six combinations**

The example is a free atom with configuration 3d¹⁰4s² outside the argon-like core, in the nonrelativistic local-density approximation with VWN correlation. The channels 4s, 4p and 3d have reference levels −6.061, −1.274 and −10.856 eV. All use \(r_c=0.111\) nm, and \(R=0.159\) nm. An independent calculation in the uncontracted def2-TZVP Gaussian basis gives −6.062 eV for 4s and −10.886 eV for 3d.

| Local | Channel | Sign of \(D\) | \(n_{\rm loc}\) | \(g\) |
|---|---|---:|---:|---:|
| s | p | + | 1 | 0 |
| s | d | − | 0 | 0 |
| p | s | + | 1 | 0 |
| p | d | − | 0 | 0 |
| d | s | + | 2 | 1 |
| d | p | + | 1 | 0 |

The three counts were tested against one another in all six cases and agree.

The d potential reaches about −380 eV at the innermost mesh point. A d electron is kept from the centre by its centrifugal barrier; an s electron is not. The s levels in this local well are −232.8, −19.4 and −1.05 eV. Two lie below −6.061 eV and \(D>0\), so \(g=2-1=1\). Interlacing puts the ghost between −232.8 and −19.4 eV, and diagonalization finds it at −70.155 eV. With this local potential, no positive projector strength can lift the lowest level above −19.4 eV.

The p channel in the same well shows that a deep local level is not itself a ghost. Its local levels are −119.4 and −0.619 eV. One lies below −1.274 eV, so \(g=1-1=0\). The projector raises the lowest level to the reference. The margin is modest: the second local level is only \(1.274-0.619=0.655\) eV above the reference.

The ghost's mean radius is 0.023 nm, well inside \(R\). The zero and pole of \(L\) lie at −70.1571 and −70.1524 eV, so \(w=0.0047\) eV. A scan extended down to this energy in steps of 0.25 eV has a point within 0.125 eV of the pole, but the guaranteed change in \(L\) there is only about \(0.0047/0.125=3.8\%\) of its background value.

In the actual window, from −60 eV to the reference, none of the 216 points has \(|\sin(\theta_{\rm KB}-\theta_{\rm AE})|>0.1\). The excess nevertheless equals 1.000 at both −60 eV and the reference. Direct outward integration of the radial equations for this channel, at one negative and one positive energy, reproduced the phases modulo \(\pi\) to \(1.4\times10^{-7}\) rad.

**Choosing between the clean settings**

Local s and local p both give no ghosts below the references. Between −20 and 10 eV their largest \(|\Delta|\) are 0.044 and 0.056, a slight preference for local s at these fixed cutoffs.

Both choices contain a small \(D\). For local s, the p channel has \(e_0=-1.403\) eV, so \(0<D\le-1.274+1.403=0.129\) eV. For local p, the s channel has \(0<D\le-6.061+6.537=0.476\) eV. The latter's projector energy of 1706 eV accompanies a clean spectrum, so a large value is not by itself a ghost signal. It does warn that the sign of \(D\) deserves attention whenever the potential is regenerated. The two bounds are only upper limits and do not rank the choices by fragility: \(D\) can lie far below its bound, and a very large projector energy is the sign that it may be close to changing sign.

**Real zinc and the limits of the verdict**

Real zinc is relativistic. In the Gaussian basis, a scalar-relativistic treatment moves 4s by −0.155 eV and 3d by +0.411 eV; the first-order spin-orbit splitting of 3d is 0.362 eV. The ghost persists as long as two s levels of the local d well lie below the 4s reference, and the upper of them is \(19.4-6.06\approx13.4\) eV below it. The shifts are small beside this margin, which suggests that the ghost would survive. The 4s shift is not small, however, even beside the upper bound of 0.476 eV on \(D\) in the s channel for local p. The sign of \(D\) may then reverse, so the clean result for local p cannot be carried over. A relativistic zinc potential, such as one for zinc oxide electronics, therefore needs its own count. The errors of the density functional and the effect of a crystal environment are not estimated here.

If a calculation filled levels from the bottom in this fixed potential, two electrons would enter the s ghost instead of 4s. Total energies and bonding would then refer to the wrong state.

**Guidance**

- Compute the lowest levels in every nonlocal channel, including energies far below the plotted window. Look also at higher channels without a projector, where a deep local potential acts alone and may bind a spurious level. Reject a local choice with \(g>0\).
- Record the sign of \(D\) and the distance from \(\varepsilon\) to the next local level above it. Recount after changing a cutoff, the relativistic treatment or the reference configuration.
- Plot the continuous excess \(\Delta\), with \(N_D\) obtained by diagonalization, and continue above \(\varepsilon\); the counts at \(\varepsilon\) say nothing about spurious extra levels above it.
- Among clean choices, compare \(|\Delta|\) over the energies that the application needs.
- If no choice is clean, change the cutoffs or use more projectors. The second count holds for one projector per channel, so with several projectors use the spectrum and the phase.

Augmented methods with an overlap operator \(S\) solve \((H-ES)u=0\). Differentiation gives \((H-ES)u_E=Su\), so \(\int_0^Ru^2dr\) in the slope becomes \(\langle u|S|u\rangle_R\), taken inside \(R\). The phase still rises if \(S\) is positive definite and its nonlocal part is confined within \(R\). The spectral and phase counts then carry over, provided both calculations share the same exterior and reference level. This extension is derived here but not tested in the zinc example, whose full values are in the numerical output.

## Values computed for the example and the checks

```
Zinc atom, nonrelativistic LDA (VWN); Z = 30
cutoff radius 0.1111 nm; matching radius 0.1588 nm
box radius 1.323 nm; SCF iterations 53
4s: level -6.061 eV; norm inside cutoff 0.3328
   pseudopotential at innermost node 48.60 eV
4p: level -1.274 eV; norm inside cutoff 0.1073
   pseudopotential at innermost node 0.22 eV
3d: level -10.856 eV; norm inside cutoff 0.9621
   pseudopotential at innermost node -379.94 eV
Gaussian-basis check: 4s -6.062 eV, 3d -10.886 eV
highest core levels: 3s -124.44 eV, 3p -82.24 eV
scan: -60 to 20 eV, step 0.25 eV
excess = (theta_KB-theta_AE)/pi + n_core, dimensionless
local s, channel p: ghosts below reference 0
   projector energy 81.98 eV
   local levels -1.403, 0.420, 1.332 eV
   separable levels -1.274, 0.428 eV
   excess at -60 eV, reference, 20 eV: 0.000, 0.000, -0.000
local s, channel d: ghosts below reference 0
   projector energy -286.06 eV
   local levels 0.645, 1.438, 2.625 eV
   separable levels -10.856, 0.648 eV
   excess at -60 eV, reference, 20 eV: -0.000, -0.000, -0.066
local p, channel s: ghosts below reference 0
   projector energy 1706.04 eV
   local levels -6.537, -0.009, 0.724 eV
   separable levels -6.061, 0.040 eV
   excess at -60 eV, reference, 20 eV: -0.000, -0.000, -0.009
local p, channel d: ghosts below reference 0
   projector energy -250.34 eV
   local levels 0.645, 1.440, 2.632 eV
   separable levels -10.856, 0.648 eV
   excess at -60 eV, reference, 20 eV: -0.000, -0.000, -0.088
local d, channel s: ghosts below reference 1
   projector energy 401.94 eV
   local levels -232.766, -19.415, -1.050 eV
   separable levels -70.155, -6.061 eV
   excess at -60 eV, reference, 20 eV: 1.000, 1.000, 0.993
local d, channel p: ghosts below reference 0
   projector energy 371.69 eV
   local levels -119.359, -0.619, 0.493 eV
   separable levels -1.274, 0.428 eV
   excess at -60 eV, reference, 20 eV: 0.000, 0.000, -0.001
local s: total ghosts 0, max |excess| (-20 to 10 eV) 0.044
local p: total ghosts 0, max |excess| (-20 to 10 eV) 0.056
local d: total ghosts 1, max |excess| (-20 to 10 eV) 1.000
selected local potential: s
deepest ghost: local d, channel s, -70.155 eV
   zero of L at -70.1571 eV, pole at -70.1524 eV
   pole-zero width 0.00473 eV
   mean radius 0.0232 nm
   scan points below reference with |sin(phase diff)|>0.1: 0 of 216
   reference to nearest local level: 5.011 eV
largest direct-integration phase error 1.4e-07 rad
scalar-relativistic shift: 4s -0.155 eV, 3d 0.411 eV
first-order 3d spin-orbit splitting 0.362 eV
```
